# Finite Angular Expansion of the One-Centre PAW Density: a numerical check

```python
"""
Result under test: the one-centre PAW density
    n1(r) = sum_ij rho_ij phi_i phi_j,   phi_i = u_i(r)/r * Y_{L_i}
has the finite expansion n1 = sum_L n_L(r) Y_L with
    n_L(r) = sum_ij rho_ij G(L,L_i,L_j) u_i u_j / r^2,
where G is the integral of three real spherical harmonics, L = (l,m).
G vanishes unless |l_i-l_j| <= l <= l_i+l_j and l+l_i+l_j is even,
so l stops at 2*l_max.  rho_ij = sum_n f_n conj(c_ni) c_nj, where c_ni is
the projection of orbital n on partial wave i.  Hartree atomic units.
Gaunt numbers come from Wigner algebra; densities are projected by quadrature.
"""
import numpy as np
import sympy as sp
from math import factorial, pi, sqrt
from scipy.special import lpmv, gammainc, spherical_in, factorial2
from sympy.physics.wigner import gaunt


def index(l, m):
    return l * l + l + m


def real_harmonic(l, m, cos_theta, phi):
    mu = abs(m)
    norm = sqrt((2*l + 1) / (4*pi) * factorial(l - mu) / factorial(l + mu))
    value = norm * (-1)**mu * lpmv(mu, l, cos_theta)
    if m > 0:
        return sqrt(2) * value * np.cos(mu * phi)
    if m < 0:
        return sqrt(2) * value * np.sin(mu * phi)
    return value


# Product quadrature on the unit sphere
n_ang = 24
nodes, node_weights = np.polynomial.legendre.leggauss(n_ang)
angles = 2 * pi * np.arange(n_ang) / n_ang
COS, PHI = [a.ravel() for a in np.meshgrid(nodes, angles, indexing="ij")]
W = np.repeat(node_weights, n_ang) * 2 * pi / n_ang
L_TEST = 8
Y = np.array([real_harmonic(l, m, COS, PHI)
              for l in range(L_TEST + 1) for m in range(-l, l + 1)])
assert np.allclose((Y * W) @ Y.T, np.eye(len(Y)), atol=1e-11)


def project(values):
    return (Y * W) @ values


# Selection rules, from quadrature alone, for l_i, l_j up to 3
products = (Y[:16, None] * Y[None, :16]).reshape(256, -1)
G_quad = ((Y * W) @ products.T).reshape(len(Y), 16, 16)
allowed = {}
for la in range(4):
    for lb in range(4):
        found = []
        for l in range(L_TEST + 1):
            block = G_quad[l*l:(l+1)**2, la*la:(la+1)**2, lb*lb:(lb+1)**2]
            size = np.max(np.abs(block))
            rule = abs(la - lb) <= l <= la + lb and (l + la + lb) % 2 == 0
            assert (size > 1e-2) if rule else (size < 1e-11)
            if size > 1e-6:
                found.append(l)
        allowed[la, lb] = found


# Gaunt numbers from Wigner algebra, turned to real harmonics
def complex_to_real(l):
    U = np.zeros((2*l + 1, 2*l + 1), complex)
    U[l, l] = 1
    for mu in range(1, l + 1):
        U[l + mu, l + mu] = (-1)**mu / sqrt(2)
        U[l + mu, l - mu] = 1 / sqrt(2)
        U[l - mu, l - mu] = 1j / sqrt(2)
        U[l - mu, l + mu] = -1j * (-1)**mu / sqrt(2)
    return U


G = np.zeros((25, 9, 9))
for la in range(3):
    for lb in range(3):
        for l in range(5):
            C = np.zeros((2*l + 1, 2*la + 1, 2*lb + 1))
            for ma in range(-la, la + 1):
                for mb in range(-lb, lb + 1):
                    m = -ma - mb
                    if abs(m) <= l:
                        C[l + m, la + ma, lb + mb] = float(
                            gaunt(l, la, lb, m, ma, mb))
            block = np.einsum("Aa,Bb,Cc,abc->ABC", complex_to_real(l),
                              complex_to_real(la), complex_to_real(lb), C)
            assert np.max(np.abs(block.imag)) < 1e-12
            G[l*l:(l+1)**2, la*la:(la+1)**2, lb*lb:(lb+1)**2] = block.real
assert np.allclose(G, G_quad[:25, :9, :9], atol=1e-11)
assert np.allclose(G[0], np.eye(9) / sqrt(4*pi), atol=1e-12)

# The upper bound is reached: closed form of the top Gaunt number
top_gaunt = {}
for lam in (1, 2, 3):
    def sectoral_norm(l):
        return sqrt(factorial2(2*l + 1) / (2*pi*factorial2(2*l)))
    top_gaunt[lam] = sectoral_norm(lam)**2 / (2 * sectoral_norm(2*lam))
    numeric = G_quad[index(2*lam, 2*lam), index(lam, lam), index(lam, lam)]
    assert abs(top_gaunt[lam] - numeric) < 1e-11

# Polynomial argument: adjoint relation and splitting of a d-d product
x, y, z = sp.symbols("x y z")
r2 = x**2 + y**2 + z**2


def laplacian(f):
    return sp.expand(sum(sp.diff(f, v, 2) for v in (x, y, z)))


def polynomial_product(p, q):
    P, Q = sp.Poly(p, x, y, z).as_dict(), sp.Poly(q, x, y, z).as_dict()
    return sum(P[k] * Q.get(k, 0) * factorial(k[0]) * factorial(k[1])
               * factorial(k[2]) for k in P)


p_test = x**2 + 3*y*z - 2*x*z
q_test = x**4 + 2*x**2*y*z - x*z**3 + 5*y**2*z**2 + y**3*z
assert polynomial_product(sp.expand(r2*p_test), q_test) == \
    polynomial_product(p_test, laplacian(q_test)) != 0
f = sp.expand((3*z**2 - r2)**2)
h0 = laplacian(laplacian(f)) / 120
h2 = sp.expand((laplacian(f) - 20*r2*h0) / 14)
h4 = sp.expand(f - r2*h2 - r2**2*h0)
assert laplacian(h2) == 0 and laplacian(h4) == 0
pole = {x: 0, y: 0, z: 1}
for l, h in ((0, h0), (2, h2), (4, h4)):
    from_polynomial = (5/(16*pi) * float(sp.sympify(h).subs(pole))
                       / sqrt((2*l + 1)/(4*pi)))
    assert abs(from_polynomial - G[index(l, 0), 6, 6]) < 1e-12

# Model partial waves: u = N r^(l+1) exp(-zeta r), normalized on (0, infinity)
names = ["s1", "s2", "p", "d"]
ell = np.array([0, 0, 1, 2])
zeta = np.array([1.0, 2.0, 1.5, 2.0])
norms = np.array([sqrt((2*a)**(2*l + 3) / factorial(2*l + 2))
                  for l, a in zip(ell, zeta)])
channel = np.array([c for c in range(4) for m in range(2*ell[c] + 1)])
lm = np.array([index(l, m) for l in ell for m in range(-l, l + 1)])
G_wave = G[:, lm][:, :, lm]


def radial(r):
    return norms * r**(ell + 1) * np.exp(-zeta * r)


def components_from_formula(rho, r):
    u = radial(r)[channel]
    return np.einsum("Lij,ij,i,j->L", G_wave, rho.real, u, u) / r**2


def density_on_sphere(occ, coeff, r):
    waves = radial(r)[channel][:, None] / r * Y[lm]
    return np.asarray(occ) @ np.abs(coeff @ waves)**2


def occupancy_matrix(occ, coeff):
    return np.einsum("n,ni,nj->ij", occ, coeff.conj(), coeff)


# General complex orbitals: components, termination and pointwise equality
rng = np.random.default_rng(7)
c_rand = rng.normal(size=(3, 10)) + 1j * rng.normal(size=(3, 10))
f_rand = np.array([2.0, 1.0, 0.5])
rho_rand = occupancy_matrix(f_rand, c_rand)
assert np.max(np.abs(rho_rand.imag)) > 0.1
for r in (0.3, 0.7, 1.6):
    direct = density_on_sphere(f_rand, c_rand, r)
    formula = components_from_formula(rho_rand, r)
    projected = project(direct)
    scale = np.max(np.abs(direct))
    assert np.allclose(projected[:25], formula, atol=1e-11*scale)
    assert np.max(np.abs(projected[25:])) < 1e-11*scale
    assert np.allclose(formula @ Y[:25], direct, atol=1e-11*scale)

# Filled d shell: only the spherical component remains
d_shell = np.eye(10)[5:]
shell = project(density_on_sphere(np.full(5, 2.0), d_shell, 1.0))
shell_formula = components_from_formula(
    occupancy_matrix(np.full(5, 2.0), d_shell), 1.0)
assert shell[0] > 0.1 and np.max(np.abs(shell[1:])) < 1e-11
assert np.allclose(shell[:25], shell_formula, atol=1e-11)

# Worked example: one doubly occupied s-p_z-d_z2 orbital
amplitude = np.array([0.6, 0.2, 0.5, 0.4])
axial = np.array([0, 1, 3, 7])
coeff = np.zeros((1, 10))
coeff[0, axial] = amplitude
occ = np.array([2.0])
rho = occupancy_matrix(occ, coeff)
r_point = 1.0
n_formula = components_from_formula(rho, r_point)
n_direct = project(density_on_sphere(occ, coeff, r_point))
assert np.allclose(n_formula, n_direct[:25], atol=1e-12)
zero_m = [index(l, 0) for l in range(5)]
assert np.all(np.abs(n_formula[zero_m]) > 1e-4)

u_point = radial(r_point)
pair_terms = {}
for a in range(4):
    for b in range(4):
        key = "".join(sorted(names[a][0] + names[b][0], key="spd".index))
        i, j = axial[a], axial[b]
        term = (rho[i, j] * G_wave[index(2, 0), i, j]
                * u_point[a] * u_point[b] / r_point**2)
        pair_terms[key] = pair_terms.get(key, 0.0) + term
assert abs(sum(pair_terms.values()) - n_direct[index(2, 0)]) < 1e-12

# Density at the two points on the z axis, from the orbital and from n_L
axis_density = {}
for side in (1, -1):
    harmonics = np.array([real_harmonic(l, 0, float(side), 0.0)
                          for l in range(5)])
    orbital = np.sum(amplitude * u_point / r_point * harmonics[ell])
    axis_density[side] = 2 * orbital**2
    assert abs(n_formula[zero_m] @ harmonics - axis_density[side]) < 1e-12

# Equal mixture of the orbital and its inverted image: odd l disappears
parity = (-1.0)**ell[channel]
pair = np.vstack([coeff[0], coeff[0] * parity])
n_sym = project(density_on_sphere(np.ones(2), pair, r_point))
l_of = np.array([l for l in range(L_TEST + 1) for m in range(2*l + 1)])
assert np.max(np.abs(n_sym[l_of % 2 == 1])) < 1e-12
assert np.allclose(n_sym[l_of % 2 == 0], n_direct[l_of % 2 == 0], atol=1e-12)

# Moments inside the sphere: analytic radial integrals against 3D quadrature
r_cut = 2.0
t, wt = np.polynomial.legendre.leggauss(40)
r_grid, r_weight = r_cut * (t + 1) / 2, r_cut * wt / 2
moments, moments_direct = np.zeros(5), np.zeros(5)
for l in range(5):
    for a in range(4):
        for b in range(4):
            power = ell[a] + ell[b] + 2 + l
            decay = zeta[a] + zeta[b]
            integral = (norms[a] * norms[b] * factorial(int(power))
                        * gammainc(power + 1, decay*r_cut) / decay**(power+1))
            i, j = axial[a], axial[b]
            moments[l] += rho[i, j] * G_wave[index(l, 0), i, j] * integral
for r, w in zip(r_grid, r_weight):
    density = density_on_sphere(occ, coeff, r)
    for l in range(5):
        moments_direct[l] += w * r**(2+l) * np.sum(W*density*Y[index(l, 0)])
assert np.allclose(moments, moments_direct, atol=1e-10)
charge = sqrt(4*pi) * moments[0]

# Tail of a neighbour's Gaussian orbital exp(-alpha |r - R z|^2)
alpha, distance, r_tail = 0.5, 2.0, 1.0
k = 2 * alpha * r_tail * distance
damping = np.exp(-alpha * (r_tail**2 + distance**2))
tail = np.exp(-alpha * (r_tail**2 + distance**2 - 2*r_tail*distance*COS))
orders = np.arange(L_TEST + 1)
m0 = orders**2 + orders
a_l = damping * np.sqrt(4*pi*(2*orders + 1)) * spherical_in(orders, k)
assert np.allclose(project(tail)[m0], a_l, atol=1e-12)
full = project(tail**2)[m0]
full_formula = damping**2 * np.sqrt(4*pi*(2*orders+1)) * spherical_in(orders, 2*k)
assert np.allclose(full, full_formula, atol=1e-12)
truncated = {}
for l_max in (2, 3):
    cut = a_l[:l_max + 1] @ Y[m0[:l_max + 1]]
    truncated[l_max] = project(cut**2)[m0]
    assert np.max(np.abs(truncated[l_max][2*l_max + 1:])) < 1e-12
    assert truncated[l_max][2*l_max] > 1e-5
by_gaunt = np.einsum("Lij,i,j->L", G[m0[:5]][:, m0[:3]][:, :, m0[:3]],
                     a_l[:3], a_l[:3])
assert np.allclose(by_gaunt, truncated[2][:5], atol=1e-12)
assert np.all(full[5:8] > 1e-4)

# Report
letters = "spd"
for la in range(3):
    for lb in range(la, 3):
        print(f"allowed l for pair {letters[la]}-{letters[lb]}:", allowed[la, lb])
for lam in (1, 2, 3):
    print(f"top Gaunt number, l_i=l_j={lam}, l={2*lam}: {top_gaunt[lam]:.6f}")
for la in range(3):
    for lb in range(la, 3):
        text = ", ".join(f"l={l}: {G[index(l,0), index(la,0), index(lb,0)]:.6f}"
                         for l in allowed[la, lb])
        print(f"G with all m=0, {letters[la]}-{letters[lb]}: {text}")
print(f"occupation {occ[0]:.1f}, radius r = {r_point:.1f} bohr")
for c in range(4):
    print(f"{names[c]}: zeta = {zeta[c]:.1f} bohr^-1, projection = "
          f"{amplitude[c]:.1f}, u(r) = {u_point[c]:.6f} bohr^-1/2")
for l in range(5):
    print(f"n_{l}0(r): formula {n_formula[index(l,0)]:.6f}, "
          f"projection {n_direct[index(l,0)]:.6f} bohr^-3")
print("n_20 by pairs: " + ", ".join(
    f"{key} {pair_terms[key]:.6f}" for key in ("ss", "sp", "sd", "pp", "pd", "dd"))
    + " bohr^-3")
print(f"density at +z: {axis_density[1]:.6f} bohr^-3")
print(f"density at -z: {axis_density[-1]:.6f} bohr^-3")
print(f"filled d shell (10 electrons), n_00(r): {shell[0]:.6f} bohr^-3")
print(f"sphere radius: {r_cut:.1f} bohr; charge inside: {charge:.6f} electrons")
for l in range(5):
    print(f"moment q_{l}0 inside sphere: {moments[l]:.6f} bohr^{l}")
print(f"neighbour tail: alpha = {alpha:.1f} bohr^-2, R = {distance:.1f} bohr, "
      f"r = {r_tail:.1f} bohr, unit amplitude")
for l in range(8):
    low, high = [abs(truncated[q][l]) if l > 2*q else truncated[q][l]
                 for q in (2, 3)]
    print(f"tail density l={l}: full {full[l]:.6f}, l_max=2 {low:.6f}, "
          f"l_max=3 {high:.6f} (dimensionless)")
print("verified")
```

Printed output:

```
allowed l for pair s-s: [0]
allowed l for pair s-p: [1]
allowed l for pair s-d: [2]
allowed l for pair p-p: [0, 2]
allowed l for pair p-d: [1, 3]
allowed l for pair d-d: [0, 2, 4]
top Gaunt number, l_i=l_j=1, l=2: 0.218510
top Gaunt number, l_i=l_j=2, l=4: 0.238414
top Gaunt number, l_i=l_j=3, l=6: 0.254801
G with all m=0, s-s: l=0: 0.282095
G with all m=0, s-p: l=1: 0.282095
G with all m=0, s-d: l=2: 0.282095
G with all m=0, p-p: l=0: 0.282095, l=2: 0.252313
G with all m=0, p-d: l=1: 0.252313, l=3: 0.247767
G with all m=0, d-d: l=0: 0.282095, l=2: 0.180224, l=4: 0.241796
occupation 2.0, radius r = 1.0 bohr
s1: zeta = 1.0 bohr^-1, projection = 0.6, u(r) = 0.735759 bohr^-1/2
s2: zeta = 2.0 bohr^-1, projection = 0.2, u(r) = 0.765572 bohr^-1/2
p: zeta = 1.5 bohr^-1, projection = 0.5, u(r) = 0.709996 bohr^-1/2
d: zeta = 2.0 bohr^-1, projection = 0.4, u(r) = 0.645587 bohr^-1/2
n_00(r): formula 0.308173, projection 0.308173 bohr^-3
n_10(r): formula 0.330689, projection 0.330689 bohr^-3
n_20(r): formula 0.260881, projection 0.260881 bohr^-3
n_30(r): formula 0.090854, projection 0.090854 bohr^-3
n_40(r): formula 0.032248, projection 0.032248 bohr^-3
n_20 by pairs: ss 0.000000, sp 0.000000, sd 0.173250, pp 0.063595, pd 0.000000, dd 0.024037 bohr^-3
density at +z: 0.508169 bohr^-3
density at -z: 0.049400 bohr^-3
filled d shell (10 electrons), n_00(r): 1.175722 bohr^-3
sphere radius: 2.0 bohr; charge inside: 1.581995 electrons
moment q_00 inside sphere: 0.446272 bohr^0
moment q_10 inside sphere: 0.561656 bohr^1
moment q_20 inside sphere: 0.656182 bohr^2
moment q_30 inside sphere: 0.416970 bohr^3
moment q_40 inside sphere: 0.280463 bohr^4
neighbour tail: alpha = 0.5 bohr^-2, R = 2.0 bohr, r = 1.0 bohr, unit amplitude
tail density l=0: full 0.162958, l_max=2 0.161365, l_max=3 0.162866 (dimensionless)
tail density l=1: full 0.211878, l_max=2 0.202937, l_max=3 0.211211 (dimensionless)
tail density l=2: full 0.159235, l_max=2 0.138453, l_max=3 0.157098 (dimensionless)
tail density l=3: full 0.088137, l_max=2 0.055712, l_max=3 0.083045 (dimensionless)
tail density l=4: full 0.038744, l_max=2 0.012673, l_max=3 0.031132 (dimensionless)
tail density l=5: full 0.014110, l_max=2 0.000000, l_max=3 0.008002 (dimensionless)
tail density l=6: full 0.004381, l_max=2 0.000000, l_max=3 0.001261 (dimensionless)
tail density l=7: full 0.001184, l_max=2 0.000000, l_max=3 0.000000 (dimensionless)
verified
```
